\section*{Gilbert damping from the scattering matrix of a moving magnet}

\section*{The problem}

A uniformly magnetized body has volume $V$, saturation magnetization $M_s$ and unit direction $\mathbf m(t)$. Electrons enter it from ideal leads and are scattered back into them. They do not interact with one another, and all incoming electrons have the Fermi distribution $f(E)$ with chemical potential $\mu$ and temperature $T$. The leads absorb whatever is sent into them. If the magnetization were held fixed, the scattering would be elastic and described by a unitary matrix $S(\mathbf m,E)$, the frozen scattering matrix, whose indices run over lead channels and spin.

The direction now moves periodically with angular frequency $\omega$, so slowly that $S$ changes little when $E$ changes by $\hbar\omega$. The moving magnet heats the leads, and the energy must come from the magnet. The task is to find this energy and to read off the damping of the magnetization. Lattice relaxation and eddy currents are left out.

\section*{(a) Energy current of a periodic scatterer}

\textit{Write the cycle-averaged energy current into the leads in terms of the probabilities that an electron gains $n$ quanta $\hbar\omega$.}

\textbf{Solution.} A periodic scatterer changes the energy $E$ into $E+n\hbar\omega$ with integer $n$. Let $S_F(E+n\hbar\omega,E)$ be the matrix of these amplitudes between flux-normalized channels, and let
\begin{equation}
P_n(E)=\mathrm{Tr}\big[S_F^\dagger(E+n\hbar\omega,E)\,S_F(E+n\hbar\omega,E)\big].
\end{equation}
With $N$ open channels, spin included, at all energies near $\mu$, unitarity gives two sum rules. Every incoming electron leaves at some energy, and every outgoing state is fed from some energy:
\begin{equation}
\sum_nP_n(E)=N,\qquad \sum_nP_n(E-n\hbar\omega)=N .
\label{sum}
\end{equation}
The outgoing occupation at $E$, summed over channels, is $\sum_nP_n(E-n\hbar\omega)f(E-n\hbar\omega)$; the incoming one is $Nf(E)$. Each channel carries a particle current $dE/h$ times its occupation. The average particle current into the leads vanishes, so energies may be counted from $\mu$. Writing $N$ by the second sum rule,
\begin{equation}
W=\frac1h\int dE\,(E-\mu)\sum_n\big[f(E-n\hbar\omega)-f(E)\big]P_n(E-n\hbar\omega).
\end{equation}
The shift $E\to E+n\hbar\omega$ in the $n$th term gives
\begin{equation}
W=\frac1h\int dE\sum_n(E+n\hbar\omega-\mu)\big[f(E)-f(E+n\hbar\omega)\big]P_n(E).
\label{W}
\end{equation}
The bracket is appreciable near $\mu$ alone, so the energy current is a property of the Fermi surface.

\section*{(b) The slow limit}

\textit{Find $W$ to second order in $\omega$ in terms of the frozen matrix. Decide whether the first correction to the frozen amplitudes is needed.}

\textbf{Solution.} Put $x=n\hbar\omega$ and use the midpoint energy $\varepsilon=E+x/2$, with $p_n(\varepsilon)=P_n(\varepsilon-x/2)$. For $|x|\ll k_BT$,
\begin{equation}
f(\varepsilon-x/2)-f(\varepsilon+x/2)=-x f'(\varepsilon)+O(x^3),
\end{equation}
because the even terms cancel. The energy factor in (\ref{W}) is $\varepsilon-\mu+x/2$, so
\begin{equation}
W=\frac1h\int d\varepsilon\,(-f')\sum_n\Big[(\varepsilon-\mu)x+\frac{x^2}{2}\Big]p_n(\varepsilon).
\label{two}
\end{equation}
The first term looks dangerous. It has one factor $\omega$, so a correction of order $\omega$ in $p_n$ would contribute to the order we want. The sum rules remove it. In midpoint form they read $\sum_np_n(E+x/2)=N$ and $\sum_np_n(E-x/2)=N$, and their difference is
\begin{equation}
\frac{d}{dE}\sum_n x\,p_n(E)+O(\omega^3)=0 .
\end{equation}
Thus $\sum_nx\,p_n$ is independent of energy through order $\omega^2$. Since $-f'$ is even about $\mu$, $\int d\varepsilon(-f')(\varepsilon-\mu)=0$, and the first term drops out. The correction is not needed.

The second term already has two factors $\omega$, so $p_n$ may be taken at lowest order. An electron arriving as $e^{-iEt/\hbar}$ then leaves as $S(\mathbf m(t),E)e^{-iEt/\hbar}$. With $S=\sum_nS_ne^{-in\omega t}$, the amplitude for gaining $n$ quanta is $S_n$, and $p_n=\mathrm{Tr}\,S_nS_n^\dagger$. Since $\dot S=\sum_n(-in\omega)S_ne^{-in\omega t}$, the cycle average, written $\langle\dots\rangle$, is
\begin{equation}
\langle\mathrm{Tr}\,\dot S\dot S^\dagger\rangle=\sum_n(n\omega)^2\,\mathrm{Tr}\,S_nS_n^\dagger .
\end{equation}
The prefactor is $\hbar^2/(2h)=\hbar/4\pi$. Hence
\begin{equation}
W=\frac{\hbar}{4\pi}\int dE\,(-f')\,\big\langle\mathrm{Tr}\,\dot S\dot S^\dagger\big\rangle .
\label{pump}
\end{equation}

At $T=0$ the Taylor expansion of $f$ is not allowed, but the integral is simple. The difference of step functions equals $\mathrm{sgn}(x)$ for $|\varepsilon-\mu|<|x|/2$ and zero elsewhere. To leading order $p_n$ is constant in this window, and
\begin{equation}
\mathrm{sgn}(x)\int_{\mu-|x|/2}^{\mu+|x|/2}\!d\varepsilon\,\Big(\varepsilon-\mu+\frac x2\Big)p_n(\mu)=\frac{x^2}{2}\,p_n(\mu).
\end{equation}
This is (\ref{pump}) with $S$ at the Fermi energy.

\paragraph{Size of the neglected terms.} Take a chain of three magnetic sites between two leads with hopping $-t$ and band $-2t\cos k$. The site energies are $0.3t$, $0$, $-0.2t$, the exchange term on each site is $0.6t\,\boldsymbol\sigma\cdot\mathbf m$, and the two inner bonds carry the spin-orbit hopping $H_{j,j+1}=-t\,e^{i\lambda\sigma_y}$, with the sites numbered in the order listed and $\lambda=0.5$. The Fermi energy is $-0.5t$, and $\mathbf m$ follows the direction of $(0.3+0.6\cos\omega t,\;0.4\sin\omega t,\;0.8)$. The coupled equations for 25 sidebands were solved numerically and inserted in (\ref{W}). At $T=0$ the resulting $W$ exceeds the frozen formula by $0.74\%$, $0.37\%$ and $0.18\%$ of the latter for $\hbar\omega=0.02t$, $0.01t$ and $0.005t$. The relative error thus falls in proportion to $\omega$. For $k_BT=0.05t$ and $\hbar\omega=0.005t$ the excess is $0.19\%$.

\section*{(c) From pumped energy to damping}

\textit{Let the magnetization obey}
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\mathbf m\times(\hat\alpha\dot{\mathbf m}),\qquad \gamma>0,
\label{llg}
\end{equation}
\textit{with $\mathbf B$ the effective field. Find the damping tensor $\hat\alpha$ at $T=0$.}

\textbf{Solution.} The field does work on the moment at the rate $M_sV\,\mathbf B\cdot\dot{\mathbf m}$. To find it, take the cross product of $\mathbf m$ with (\ref{llg}), using $\mathbf m\times(\mathbf m\times\mathbf v)=\mathbf m(\mathbf m\cdot\mathbf v)-\mathbf v$:
\begin{equation}
\mathbf m\times\dot{\mathbf m}=\gamma\mathbf B-\hat\alpha\dot{\mathbf m}+\mathbf m\,\big[\mathbf m\cdot(\hat\alpha\dot{\mathbf m}-\gamma\mathbf B)\big].
\end{equation}
Now take the scalar product with $\dot{\mathbf m}$. The left side vanishes, and so does the last term, because $\mathbf m\cdot\dot{\mathbf m}=0$. Therefore
\begin{equation}
M_sV\,\mathbf B\cdot\dot{\mathbf m}=\frac{M_sV}{\gamma}\,\dot{\mathbf m}\cdot\hat\alpha\dot{\mathbf m}.
\label{loss}
\end{equation}
Small damping was not assumed. In a constant field the magnetic energy falls at this rate; under a periodic drive the field supplies it.

On the electronic side, extend $S$ off the unit sphere as $S(\mathbf m/|\mathbf m|)$, so that $\partial_i=\partial/\partial m_i$ has no radial part. Then $\dot S=\sum_i\partial_iS\,\dot m_i$ and
\begin{equation}
\mathrm{Tr}\,\dot S\dot S^\dagger=\sum_{ij}\dot m_i\dot m_j\,\mathrm{Re}\,\mathrm{Tr}\big[\partial_iS\,\partial_jS^\dagger\big].
\end{equation}
The real part suffices: complex conjugation exchanges $i$ and $j$, so the imaginary part is antisymmetric and cancels in the sum.

Energy balance equates cycle averages, not instantaneous rates, since energy may be stored and returned within a cycle. Let $D_{ij}$ be the symmetric part of $(M_sV/\gamma)\alpha_{ij}$ minus $(\hbar/4\pi)\mathrm{Re}\,\mathrm{Tr}[\partial_iS\,\partial_jS^\dagger]$. For every slow closed path $\mathbf m(s)$ traversed with speed $v(s)=ds/dt>0$,
\begin{equation}
0=\oint dt\sum_{ij}D_{ij}\dot m_i\dot m_j=\oint ds\,v(s)\sum_{ij}D_{ij}\frac{dm_i}{ds}\frac{dm_j}{ds}.
\end{equation}
Because $v(s)$ can be raised locally at any point, the sum vanishes at each $s$. Paths can cross a point in every tangent direction, so the symmetric tensor $D$ vanishes on the tangent plane. The result is
\begin{equation}
\boxed{\;\alpha_{ij}=\frac{\gamma\hbar}{4\pi M_sV}\,\mathrm{Re}\,\mathrm{Tr}\big[\partial_iS\,\partial_jS^\dagger\big]\;}
\label{alpha}
\end{equation}
at the Fermi energy; for $T>0$ the right side is averaged over energy with weight $-f'$. The tensor has no negative eigenvalue, because $\sum_{ij}v_iv_j\mathrm{Tr}[\partial_iS\,\partial_jS^\dagger]$ is the squared norm of $\sum_iv_i\partial_iS$.

Energy does not determine an antisymmetric part of $\hat\alpha$. On the tangent plane such a part acts as $c\,\mathbf m\times\dot{\mathbf m}$, and $\mathbf m\times(c\,\mathbf m\times\dot{\mathbf m})=-c\,\dot{\mathbf m}$. It moves to the left of (\ref{llg}) and rescales $\gamma$ and the remaining damping by $1/(1+c)$.

\section*{(d) The same tensor from torques}

\textit{Suppose the magnet has Hamiltonian $H(\mathbf m)$ and couples to the leads through a matrix $W_c$ independent of $\mathbf m$. Express (\ref{alpha}) through $\partial_iH$.}

\textbf{Solution.} The Green function is $G=(E-H-\Lambda+i\Gamma/2)^{-1}$, with $\Lambda$ the Hermitian level shift due to the leads and $\Gamma=W_cW_c^\dagger$. The scattering matrix is $S=-1+iW_c^\dagger GW_c$. Differentiating $GG^{-1}=1$ gives $\partial_iG=G(\partial_iH)G$, so
\begin{equation}
\partial_iS=iW_c^\dagger G(\partial_iH)GW_c .
\end{equation}
By the cyclic property of the trace,
\begin{equation}
\mathrm{Tr}[\partial_iS\,\partial_jS^\dagger]=\mathrm{Tr}\big[\partial_iH\,(G\Gamma G^\dagger)\,\partial_jH\,(G^\dagger\Gamma G)\big].
\end{equation}
From $(G^\dagger)^{-1}-G^{-1}=-i\Gamma$ follow $G-G^\dagger=-iG\Gamma G^\dagger$ and $G-G^\dagger=-iG^\dagger\Gamma G$. Both brackets therefore equal $2\pi A$, where $A=i(G-G^\dagger)/2\pi$ is the spectral function, and
\begin{equation}
\frac{\hbar}{4\pi}\mathrm{Re}\,\mathrm{Tr}[\partial_iS\,\partial_jS^\dagger]=\pi\hbar\,\mathrm{Re}\,\mathrm{Tr}\big[\partial_iH\,A\,\partial_jH\,A\big].
\end{equation}
Tilting $\mathbf m$ perturbs the electrons by $\partial_iH$, which for an exchange coupling is a torque operator. Damping measures how this perturbation connects states at the Fermi energy. The step $G\Gamma G^\dagger=2\pi A$ requires that the leads be the sole source of level width.

\section*{(e) With and without spin-orbit coupling}

\textit{Evaluate (\ref{alpha}) when spin enters through $\boldsymbol\sigma\cdot\mathbf m$ alone, and compare with the chain of part (b).}

\textbf{Solution.} Electrons with spin along or against $\mathbf m$ now scatter separately, with orbital matrices $S_\uparrow$ and $S_\downarrow$. The projectors on the two spin states are $(1\pm\boldsymbol\sigma\cdot\mathbf m)/2$, so
\begin{equation}
S=\tfrac12(S_\uparrow+S_\downarrow)+\tfrac12(S_\uparrow-S_\downarrow)\,\boldsymbol\sigma\cdot\mathbf m .
\end{equation}
The tangential derivative of $m_k$ is $\delta_{ik}-m_im_k$, and $\mathrm{Tr}[(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)]=2\,\mathbf a\cdot\mathbf b$. The factors $\tfrac14$ and $2$ combine to
\begin{equation}
\mathrm{Re}\,\mathrm{Tr}[\partial_iS\,\partial_jS^\dagger]=G_s(\delta_{ij}-m_im_j),\quad
G_s=\tfrac12\mathrm{Tr}\big[(S_\uparrow-S_\downarrow)(S_\uparrow-S_\downarrow)^\dagger\big].
\end{equation}
Multiplying out and using unitarity, with $N_{\rm orb}=N/2$ orbital channels in all leads together,
\begin{equation}
G_s=N_{\rm orb}-\mathrm{Re}\,\mathrm{Tr}\,S_\uparrow S_\downarrow^\dagger,\qquad
\alpha=\frac{\gamma\hbar\,G_s}{4\pi M_sV}.
\label{iso}
\end{equation}
The damping is isotropic. It vanishes for $S_\uparrow=S_\downarrow$, when the electrons do not notice the direction, and is largest for $S_\downarrow=-S_\uparrow$, when $G_s=2N_{\rm orb}$.

For the chain with $\lambda=0$, $G_s=2.627$, against $N_{\rm orb}=2$. With $\lambda=0.5$ and $\mathbf m=(0.505,0.303,0.808)$, the two tangential eigenvalues of the trace tensor are $1.497$ and $2.626$, obtained by numerical differentiation of $S$. Spin-orbit coupling has made the damping anisotropic, and here it lowers one eigenvalue strongly. For $\mathbf m$ along $y$ both eigenvalues are $2.675$. Their equality follows from symmetry: $e^{i\lambda\sigma_y}$ is unchanged by spin rotations about $y$, so no direction perpendicular to $y$ is preferred.

\section*{(f) A ballistic film}

\textit{A ferromagnetic film of thickness $d=2$ nm lies between two normal metals. Electrons are free, with $E_F=5$ eV; in the film the potential is $-1$ eV for spin $\uparrow$ and $2$ eV for spin $\downarrow$. Take $M_s=10^6$ A/m, $g=2$ and $T=0$. Find $\alpha$, the power pumped at 10 GHz on a cone of $10^\circ$, and the dependence on thickness.}

\textbf{Solution.} The in-plane wave vector is conserved. Let $u$ and $q$ be the normal wave numbers outside and inside, with $q^2=u^2-2m_eV_s/\hbar^2$ for the potential $V_s$ of spin $s$. Outside, the wave is $e^{iux}+re^{-iux}$ on the left and $te^{iu(x-d)}$ on the right. Carrying $\psi$ and $\psi'$ back from $x=d$ to $x=0$ gives
\begin{align}
1+r&=t\,[\cos qd-i(u/q)\sin qd],\\
1-r&=t\,[\cos qd-i(q/u)\sin qd].
\end{align}
Half the sum fixes $t$ and half the difference fixes $r$. With $\rho=(u-q)/(u+q)$ and $z=e^{iqd}$ the solution is
\begin{equation}
t=\frac{(1-\rho^2)z}{1-\rho^2z^2},\qquad r=\frac{\rho(1-z^2)}{1-\rho^2z^2}.
\label{slab}
\end{equation}
For each in-plane wave vector $S_s$ has $r_s$ twice on the diagonal and $t_s$ twice off it, so its share of $G_s$ is $|r_\uparrow-r_\downarrow|^2+|t_\uparrow-t_\downarrow|^2$. Since $k_\parallel^2=k_F^2-u^2$, the sum over in-plane states per area $\mathcal A$ becomes
\begin{equation}
\frac{G_s}{\mathcal A}=\frac1{2\pi}\int_0^{k_F}\!u\,du\,\big(|r_\uparrow-r_\downarrow|^2+|t_\uparrow-t_\downarrow|^2\big).
\end{equation}
Here $k_F=11.46$ nm$^{-1}$. A midpoint rule gives $G_s/\mathcal A=23.08$ nm$^{-2}$, slightly above the channel density $N_{\rm orb}/\mathcal A=k_F^2/2\pi=20.89$ nm$^{-2}$. With $\gamma=1.759\times10^{11}$ rad/(s\,T), (\ref{iso}) yields
\begin{equation}
\alpha=\frac{(1.759\times10^{11})(1.055\times10^{-34})(2.308\times10^{19})}{4\pi\,(10^6)(2\times10^{-9})}=0.0170 .
\end{equation}

On the cone $|\dot{\mathbf m}|=\omega\sin\theta$, and (\ref{loss}) per area is
\begin{equation}
\frac{W}{\mathcal A}=\frac{M_sd}{\gamma}\,\alpha\,\omega^2\sin^2\theta=2.3\times10^4\ \mathrm{W/m^2},
\end{equation}
which the driving field must supply. The slow limit is well satisfied: $\hbar\omega=41\ \mu$eV changes the phase $qd$, for $q\approx k_F$, by about $k_Fd\,\hbar\omega/2E_F\approx10^{-4}$.

\paragraph{Thickness.} The computed values are
\begin{center}
\begin{tabular}{rcc}
$d$ (nm) & $G_s/\mathcal A$ (nm$^{-2}$) & $\alpha$\\
2 & 23.08 & 0.01703\\
4 & 22.69 & 0.00837\\
8 & 19.51 & 0.00360\\
32 & 20.25 & 0.00093\\
64 & 20.61 & 0.00048
\end{tabular}
\end{center}
If $G_s/\mathcal A$ were constant, $\alpha$ would fall as $1/d$. From 2 to 8 nm it falls by a factor 4.7 instead of 4. The reason lies in (\ref{slab}). Unitarity turns the integrand into $2-2\,\mathrm{Re}(r_\uparrow r_\downarrow^*+t_\uparrow t_\downarrow^*)$. Expanded in powers of $z$, $t$ contains odd powers and $r$ even ones. Terms that keep a factor $e^{iqd}$ oscillate ever faster with $u$ as $d$ grows, or decay when $q$ is imaginary, and their integral tends to zero. What survives is the product of the single-interface reflections,
\begin{equation}
\frac{G_s}{\mathcal A}\;\to\;\frac{N_{\rm orb}}{\mathcal A}-\frac1\pi\int_0^{k_F}\!u\,du\,\mathrm{Re}\,\rho_\uparrow\rho_\downarrow^* ,
\end{equation}
which does not depend on $d$ and equals $20.55$ nm$^{-2}$. At finite $d$ the remaining terms make $G_s/\mathcal A$ oscillate about this value. The largest is the $t_\uparrow t_\downarrow^*$ term, which contributes $+2.69$ nm$^{-2}$ at 2 nm and $-1.01$ nm$^{-2}$ at 8 nm; this is the main source of the factor 4.7. The loss then arises at the two interfaces, while the moment that shares it grows with $d$. Between 32 and 64 nm, $G_s/\mathcal A$ still changes by $1.8\%$.

These numbers belong to a clean film without spin-orbit coupling. $M_s$ is an independent parameter: the free electrons of the model carry only about $2\times10^5$ A/m, and the rest must be ascribed to localized moments. The table gives the pumping part of the damping alone. A real metallic film also has a bulk damping that does not fall with thickness, and it is not ballistic over tens of nanometres. Disorder or spin-orbit scattering changes $S$, and (\ref{alpha}) must then be evaluated anew. If a lead returns part of the pumped spin before it relaxes, the incoming electrons are no longer in equilibrium, and the starting point of part (a) fails.
